# Detailed balance of Miller-Abrahams hopping rates between two sites: a program that tests the result

```python
# Result under test: for two sites a (lower) and b (upper), the Miller-Abrahams
# rates obey P_a * rate(a->b) = P_b * rate(b->a) when the equilibrium
# occupations P and the rates belong to the same temperature T.
# Rate(i->j) = nu0 * exp(-2*alpha*r) * exp(-(E_j-E_i)/kT) if E_j > E_i,
# and nu0 * exp(-2*alpha*r) otherwise.
# nu0: attempt frequency, alpha: inverse decay length, r: site separation,
# E: site energy, mu: chemical potential, k: Boltzmann constant.
# Units: eV, nm, s, K.
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm

K_B = physical_constants["Boltzmann constant in eV/K"][0]
NU0 = 1.0e12
ALPHA = 2.0
R = 1.5


def hop_rate(e_from, e_to, temp):
    rate = NU0 * np.exp(-2 * ALPHA * R)
    if e_to > e_from:
        rate *= np.exp(-(e_to - e_from) / (K_B * temp))
    return rate


def boltzmann(energies, temp):
    weights = np.exp(-np.array(energies) / (K_B * temp))
    return weights / weights.sum()


def rate_matrix(e_a, e_b, temp):
    ab, ba = hop_rate(e_a, e_b, temp), hop_rate(e_b, e_a, temp)
    return np.array([[-ab, ba], [ab, -ba]])


def stationary(e_a, e_b, temp):
    m = rate_matrix(e_a, e_b, temp)
    system = np.array([m[0] / np.abs(m).max(), [1.0, 1.0]])
    return np.linalg.solve(system, [0.0, 1.0])


def phonon_factors(gap, temp, size=400):
    # thermal averages of squared oscillator matrix elements
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    weights = np.exp(-np.arange(size) * gap / (K_B * temp))
    rho = np.diag(weights / weights.sum())
    absorb = np.trace(rho @ lower.T @ lower)
    emit = np.trace(rho @ lower @ lower.T)
    return absorb, emit


# Stationary state of the rate equations against Boltzmann probabilities,
# with either site as the upper one.
worst = 0.0
for gap, temp in itertools.product([-0.2, -0.05, 0.01, 0.1, 0.2],
                                   [200.0, 300.0, 500.0]):
    p_rates = stationary(0.0, gap, temp)
    p_thermal = boltzmann([0.0, gap], temp)
    worst = max(worst, np.max(np.abs(p_rates / p_thermal - 1)))
    flux_ab = p_thermal[0] * hop_rate(0.0, gap, temp)
    flux_ba = p_thermal[1] * hop_rate(gap, 0.0, temp)
    assert abs(flux_ab / flux_ba - 1) < 1e-10
assert worst < 1e-9

# Worked example: one electron on the pair
E_A, E_B, T = 0.0, 0.10, 300.0
GAP = E_B - E_A
up, down = hop_rate(E_A, E_B, T), hop_rate(E_B, E_A, T)
p_a, p_b = boltzmann([E_A, E_B], T)
assert abs(p_b - 1 / (1 + np.exp(GAP / (K_B * T)))) < 1e-12

# Relaxation from the upper site: matrix exponential against the formula
tau = 1 / (up + down)
p_b_inf = up / (up + down)
for t in [0.3 * tau, tau, 4 * tau]:
    evolved = expm(rate_matrix(E_A, E_B, T) * t) @ np.array([0.0, 1.0])
    formula = p_b_inf + (1 - p_b_inf) * np.exp(-t / tau)
    assert abs(evolved[1] - formula) < 1e-10
p_b_tau = (expm(rate_matrix(E_A, E_B, T) * tau) @ np.array([0.0, 1.0]))[1]

# Many electrons: explicit sum over the four occupation states of the pair
MU = 0.03
z_sum = only_a = only_b = 0.0
for n_a, n_b in itertools.product([0, 1], repeat=2):
    energy = n_a * (E_A - MU) + n_b * (E_B - MU)
    weight = np.exp(-energy / (K_B * T))
    z_sum += weight
    only_a += weight * n_a * (1 - n_b)
    only_b += weight * n_b * (1 - n_a)
only_a, only_b = only_a / z_sum, only_b / z_sum
f_a = 1 / (np.exp((E_A - MU) / (K_B * T)) + 1)
f_b = 1 / (np.exp((E_B - MU) / (K_B * T)) + 1)
assert abs(only_a - f_a * (1 - f_b)) < 1e-12
assert abs(only_b - f_b * (1 - f_a)) < 1e-12
assert abs(only_a * up / (only_b * down) - 1) < 1e-10
assert abs(f_a * up / (f_b * down) - 1) > 0.1  # blocking is needed

# Phonon origin of the ratio, for a large and a small gap
phonon_rows = []
for gap in [0.10, 0.01]:
    absorb, emit = phonon_factors(gap, T)
    x = gap / (K_B * T)
    common = 1 / (1 - np.exp(-x))
    assert abs(absorb * (np.exp(x) - 1) - 1) < 1e-9
    assert abs(emit / common - 1) < 1e-9
    ma_ratio = hop_rate(0.0, gap, T) / hop_rate(gap, 0.0, T)
    assert abs(absorb / emit / ma_ratio - 1) < 1e-9
    phonon_rows.append((gap, absorb, emit, absorb / emit))

# Occupations at another temperature: balance must fail
T_OCC = 400.0
q_a, q_b = boltzmann([E_A, E_B], T_OCC)
flux_ratio = q_a * up / (q_b * down)
predicted = np.exp(GAP / K_B * (1 / T_OCC - 1 / T))
assert abs(flux_ratio / predicted - 1) < 1e-10
assert flux_ratio < 0.9

print(f"Gap Delta = {GAP:.2f} eV")
print(f"Temperature T = {T:.0f} K")
print(f"Thermal energy kT = {K_B * T:.6f} eV")
print(f"Delta/kT = {GAP / (K_B * T):.4f} (no unit)")
print(f"Attempt frequency nu0 = {NU0:.1e} 1/s")
print(f"Inverse decay length alpha = {ALPHA:.1f} 1/nm")
print(f"Separation r = {R:.1f} nm")
print(f"Tunnelling exponent 2*alpha*r = {2 * ALPHA * R:.1f} (no unit)")
print(f"Tunnelling factor = {np.exp(-2 * ALPHA * R):.4e} (no unit)")
print(f"Boltzmann factor exp(-Delta/kT) = {np.exp(-GAP/(K_B*T)):.5f} (no unit)")
print(f"Upward rate = {up:.4e} 1/s")
print(f"Downward rate = {down:.4e} 1/s")
print(f"Occupation of lower site P_a = {p_a:.5f} (no unit)")
print(f"Occupation of upper site P_b = {p_b:.5f} (no unit)")
print(f"Upward flux P_a*up = {p_a * up:.4e} 1/s")
print(f"Downward flux P_b*down = {p_b * down:.4e} 1/s")
print(f"Relaxation time tau = {tau * 1e9:.4f} ns")
print(f"P_b at t = tau, start on upper site = {p_b_tau:.4f} (no unit)")
print(f"Largest relative deviation, stationary vs Boltzmann = {worst:.1e}")
print(f"Chemical potential above lower site mu = {MU:.2f} eV")
print(f"Fermi occupation f_a = {f_a:.5f} (no unit)")
print(f"Fermi occupation f_b = {f_b:.5f} (no unit)")
print(f"Probability a filled, b empty = {only_a:.5f} (no unit)")
print(f"Probability b filled, a empty = {only_b:.5f} (no unit)")
print(f"Blocked upward flux = {only_a * up:.4e} 1/s")
print(f"Blocked downward flux = {only_b * down:.4e} 1/s")
print(f"Unblocked product f_a*up = {f_a * up:.4e} 1/s")
print(f"Unblocked product f_b*down = {f_b * down:.4e} 1/s")
for gap, absorb, emit, ratio in phonon_rows:
    print(f"Gap {gap:.2f} eV: absorption factor n = {absorb:.5f} (no unit)")
    print(f"Gap {gap:.2f} eV: emission factor n+1 = {emit:.5f} (no unit)")
    print(f"Gap {gap:.2f} eV: ratio n/(n+1) = {ratio:.5f} (no unit)")
print(f"Occupation temperature in unbalanced case = {T_OCC:.0f} K")
print(f"Unbalanced case: P_a = {q_a:.5f} (no unit)")
print(f"Unbalanced case: P_b = {q_b:.5f} (no unit)")
print(f"Unbalanced case: upward flux = {q_a * up:.4e} 1/s")
print(f"Unbalanced case: downward flux = {q_b * down:.4e} 1/s")
print(f"Unbalanced case: flux ratio up/down = {flux_ratio:.4f} (no unit)")
print("PASS")
```

Running it gives:

```
Gap Delta = 0.10 eV
Temperature T = 300 K
Thermal energy kT = 0.025852 eV
Delta/kT = 3.8682 (no unit)
Attempt frequency nu0 = 1.0e+12 1/s
Inverse decay length alpha = 2.0 1/nm
Separation r = 1.5 nm
Tunnelling exponent 2*alpha*r = 6.0 (no unit)
Tunnelling factor = 2.4788e-03 (no unit)
Boltzmann factor exp(-Delta/kT) = 0.02090 (no unit)
Upward rate = 5.1797e+07 1/s
Downward rate = 2.4788e+09 1/s
Occupation of lower site P_a = 0.97953 (no unit)
Occupation of upper site P_b = 0.02047 (no unit)
Upward flux P_a*up = 5.0737e+07 1/s
Downward flux P_b*down = 5.0737e+07 1/s
Relaxation time tau = 0.3952 ns
P_b at t = tau, start on upper site = 0.3808 (no unit)
Largest relative deviation, stationary vs Boltzmann = 2.2e-16
Chemical potential above lower site mu = 0.03 eV
Fermi occupation f_a = 0.76141 (no unit)
Fermi occupation f_b = 0.06252 (no unit)
Probability a filled, b empty = 0.71381 (no unit)
Probability b filled, a empty = 0.01492 (no unit)
Blocked upward flux = 3.6974e+07 1/s
Blocked downward flux = 3.6974e+07 1/s
Unblocked product f_a*up = 3.9439e+07 1/s
Unblocked product f_b*down = 1.5497e+08 1/s
Gap 0.10 eV: absorption factor n = 0.02134 (no unit)
Gap 0.10 eV: emission factor n+1 = 1.02134 (no unit)
Gap 0.10 eV: ratio n/(n+1) = 0.02090 (no unit)
Gap 0.01 eV: absorption factor n = 2.11735 (no unit)
Gap 0.01 eV: emission factor n+1 = 3.11735 (no unit)
Gap 0.01 eV: ratio n/(n+1) = 0.67922 (no unit)
Occupation temperature in unbalanced case = 400 K
Unbalanced case: P_a = 0.94790 (no unit)
Unbalanced case: P_b = 0.05210 (no unit)
Unbalanced case: upward flux = 4.9099e+07 1/s
Unbalanced case: downward flux = 1.2914e+08 1/s
Unbalanced case: flux ratio up/down = 0.3802 (no unit)
PASS
```
